\section*{Plane-wave dispersion and grid requirements of central finite-difference Laplacians}

\section*{The question}

A real-space electronic-structure program stores orbitals on a uniform grid of spacing $h$ and replaces the second derivative by the symmetric difference
\begin{equation}
(Df)(x)=\frac{1}{h^2}\Big[c_0f(x)+\sum_{j=1}^{m}c_j\big(f(x+jh)+f(x-jh)\big)\Big].
\label{D}
\end{equation}
It has order $2m$ if its error is $O(h^{2m})$ for every smooth $f$. Consider orders 2, 4 and 8, that is $m=1,2,4$. Hartree atomic units are used, so the kinetic-energy operator is $-\tfrac12 d^2/dx^2$ and the plane wave $e^{ikx}$ has kinetic energy $k^2/2$. The grid is infinite or periodic. Take $k>0$, and write
\[
\theta=kh,\qquad s=\sin^2(\theta/2),\qquad N=\frac{2\pi}{\theta},
\]
where $N$ is the number of grid points per wavelength. The accuracy demanded is a relative kinetic-energy error of $\varepsilon=0.001$. Errors of the potential and of integration are left aside.

\section*{Part (a): the weights}

\textbf{Question.} Find the conditions on the weights $c_j$, and the weights for the three orders.

\textbf{Answer.} In the Taylor expansions of $f(x\pm jh)$ the odd powers cancel:
\[
f(x+jh)+f(x-jh)=2\sum_{p\ge0}\frac{(jh)^{2p}}{(2p)!}f^{(2p)}(x).
\]
After insertion into \eqref{D}, the coefficient of $f$ must vanish, that of $f''$ must be 1, and those of $f^{(4)},\dots,f^{(2m)}$ must vanish:
\begin{equation}
c_0=-2\sum_{j=1}^m c_j,\qquad
\frac{2}{(2p)!}\sum_{j=1}^m c_j\,j^{2p}=\delta_{p1}\quad(p=1,\dots,m).
\label{cond}
\end{equation}
The first term left over contains $h^{2m+2}f^{(2m+2)}/h^2$, which is $O(h^{2m})$. The $m$ equations have one solution, because their matrix is of Vandermonde type in the distinct nonzero numbers $j^2$.

For $m=1$, $c_1=1$ and $c_0=-2$. For $m=2$ the equations are $c_1+4c_2=1$ and $c_1+16c_2=0$. Subtraction gives $12c_2=-1$, so
\[
c_2=-\tfrac1{12},\qquad c_1=\tfrac43,\qquad c_0=-2\left(\tfrac43-\tfrac1{12}\right)=-\tfrac52 .
\]
For $m=4$ the solution is
\[
c_1=\tfrac85,\quad c_2=-\tfrac15,\quad c_3=\tfrac8{315},\quad c_4=-\tfrac1{560},\quad c_0=-\tfrac{205}{72}.
\]
Substitution confirms it:
\begin{align*}
\textstyle\sum c_jj^2&=\tfrac85-\tfrac45+\tfrac8{35}-\tfrac1{35}=1,\\
\textstyle\sum c_jj^4&=\tfrac85-\tfrac{16}5+\tfrac{72}{35}-\tfrac{16}{35}=0,\\
\textstyle\sum c_jj^6&=\tfrac85-\tfrac{64}5+\tfrac{648}{35}-\tfrac{256}{35}=0,\\
\textstyle\sum c_jj^8&=\tfrac85-\tfrac{256}5+\tfrac{5832}{35}-\tfrac{4096}{35}=0.
\end{align*}

\section*{Part (b): the dispersion relation}

\textbf{Question.} Show that a plane wave is an eigenfunction of $D$, and express its grid kinetic energy $T_m$ as a polynomial in $s$.

\textbf{Answer.} Since $e^{ik(x+jh)}+e^{ik(x-jh)}=2\cos(j\theta)\,e^{ikx}$,
\begin{equation}
-h^2D\,e^{ikx}=P_m\,e^{ikx},\qquad
P_m=-c_0-2\sum_{j=1}^m c_j\cos(j\theta),\qquad T_m=\frac{P_m}{2h^2}.
\label{P}
\end{equation}
The exact second derivative would give $\theta^2$ in place of $P_m$. Two properties determine $P_m$.

First, $P_m$ is a polynomial in $s$ of degree at most $m$. Indeed $\cos\theta=1-2s$, and $\cos((j+1)\theta)=2\cos\theta\cos(j\theta)-\cos((j-1)\theta)$ raises the degree by one at each step.

Second, expanding the cosines in \eqref{P} and using \eqref{cond} gives
\[
P_m=-\sum_{p\ge1}(-1)^p\theta^{2p}\,\frac{2}{(2p)!}\sum_{j=1}^m c_jj^{2p}
=\theta^2+O(\theta^{2m+2}).
\]

Now regard $\theta^2$ as a function of $s$. As $\theta=2\arcsin\sqrt s$ is odd in $\sqrt s$, its square has a power series $F(s)=\sum_{n\ge1}a_ns^n$. Because $s=\theta^2/4+O(\theta^4)$, a difference of $O(\theta^{2m+2})$ is $O(s^{m+1})$. Thus $P_m$ and $F$ agree through $s^m$, and since $P_m$ has no higher powers,
\begin{equation}
P_m=\sum_{n=1}^{m}a_ns^n .
\label{trunc}
\end{equation}

To find $a_n$, let $r=ds/d\theta=\sin(\theta/2)\cos(\theta/2)=\tfrac12\sin\theta$. Then $r^2=s(1-s)$ and $dr/d\theta=\tfrac12\cos\theta=\tfrac12-s$. Differentiating $F(s)=\theta^2$ once with respect to $\theta$ gives $rF'=2\theta$. Differentiating again gives
\[
s(1-s)F''+\left(\tfrac12-s\right)F'=2 .
\]
The coefficient of $s^n$ on the left is
\[
n(n+1)a_{n+1}-n(n-1)a_n+\tfrac12(n+1)a_{n+1}-na_n
=(n+1)\left(n+\tfrac12\right)a_{n+1}-n^2a_n .
\]
For $n=0$ it equals 2, and for $n\ge1$ it vanishes:
\begin{equation}
a_1=4,\qquad a_{n+1}=\frac{n^2}{(n+1)(n+\frac12)}\,a_n .
\label{rec}
\end{equation}
Hence $a_2=\tfrac43$, $a_3=\tfrac{32}{45}$, $a_4=\tfrac{16}{35}$, and the dispersion relations are
\begin{align}
\text{order 2:}\quad T_1&=\frac{1}{2h^2}\,4s,\nonumber\\
\text{order 4:}\quad T_2&=\frac{1}{2h^2}\left(4s+\tfrac43s^2\right),\label{disp}\\
\text{order 8:}\quad T_4&=\frac{1}{2h^2}\left(4s+\tfrac43s^2+\tfrac{32}{45}s^3+\tfrac{16}{35}s^4\right).\nonumber
\end{align}
As a check on order 4, insert $\cos2\theta=1-8s+8s^2$ into \eqref{P}:
\[
\tfrac52-\tfrac83(1-2s)+\tfrac16(1-8s+8s^2)=4s+\tfrac43s^2 .
\]

\section*{Part (c): sign and growth of the error}

\textbf{Question.} Let $e_m(\theta)=1-P_m/\theta^2$ be the relative kinetic-energy deficit. Determine its sign for $0<\theta\le\pi$, and show that $e_m=\varepsilon$ has one solution there.

\textbf{Answer.} The ratio $a_{n+1}/a_n$ in \eqref{rec} tends to 1, so the series for $F$ converges for $0\le s<1$. It also converges to $\pi^2$ at $s=1$. Its terms are positive, so each partial sum at $s<1$ is below $\pi^2$, and by continuity no partial sum at $s=1$ exceeds $\pi^2$. The full sum at $s=1$ is at least $F(s)$ for every $s<1$, and $F(s)\to\pi^2$.

Let $R_m=\sum_{n>m}a_ns^n$ be the omitted part. Then $\theta^2=P_m+R_m$ and
\[
e_m=\frac{R_m}{P_m+R_m}>0 .
\]
The grid kinetic energy of a plane wave is therefore too low at each of these orders.

Divide $R_m$ and $P_m$ by $s^m$. The first quotient contains positive powers of $s$ and increases. The second contains powers $s^{n-m}$ with $n\le m$ and does not increase. So $R_m/P_m$ increases with $s$, and $e_m$ increases with $\theta$. It starts from zero. At $\theta=\pi$ the ratio of grid to exact energy is 0.405, 0.540 and 0.659 for orders 2, 4 and 8, so $e_m$ is then far above $0.001$. By continuity and monotonicity there is one root $\theta_*$.

The point $\theta=\pi$ means two points per wavelength. The waves $k$ and $k-2\pi/h$ have the same values at all grid points $x=nh$, so no stencil can tell them apart. For $\pi<\theta<2\pi$ the second has the smaller $|k|$, and the grid represents the wave as this longer one.

\section*{Part (d): points per wavelength}

\textbf{Question.} Estimate the required $N$ from the leading error, then find it from the full dispersion relation. Explain where the estimate is poor.

\textbf{Answer.} The leading omitted term is $a_{m+1}s^{m+1}$ with $s\approx\theta^2/4$. Therefore
\begin{equation}
e_m\approx C_m\theta^{2m},\qquad C_m=\frac{a_{m+1}}{4^{m+1}},\qquad
N\approx2\pi\left(\frac{C_m}{\varepsilon}\right)^{1/(2m)} .
\label{lead}
\end{equation}
With $a_5=\tfrac{16}{35}\cdot\tfrac{32}{45}=\tfrac{512}{1575}$, the constants are $C_1=\tfrac1{12}$, $C_2=\tfrac1{90}$ and $C_4=\tfrac1{3150}$. The estimates are $N\approx57.36$, $11.47$ and $5.44$.

The full condition is $P_m=(1-\varepsilon)\theta^2$. Since $e_m$ is monotonic, repeated halving of an interval containing the root suffices to solve it. The results, with $N$ computed from the unrounded $\theta_*$, are
\begin{align*}
\text{order 2:}\quad&\theta_*=0.10957, & N&=2\pi/\theta_*=57.35,\\
\text{order 4:}\quad&\theta_*=0.55145, & N&=2\pi/\theta_*=11.39,\\
\text{order 8:}\quad&\theta_*=1.20252, & N&=2\pi/\theta_*=5.23 .
\end{align*}
If a whole number of points must fit into the wavelength, 58, 12 and 6 are needed. Their errors are 0.0978, 0.0815 and 0.0358 percent, whereas 57, 11 and 5 points give 0.101, 0.115 and 0.138 percent.

The next term shows why the estimate worsens. From $s=\frac{\theta^2}{4}\left(1-\frac{\theta^2}{12}+\dots\right)$ and \eqref{rec},
\[
e_m=C_m\theta^{2m}\left[1-\theta^2\left(\frac{m+1}{12}-\frac{(m+1)^2}{4(m+2)(m+\frac32)}\right)+\dots\right].
\]
The inner bracket is $\tfrac1{30}$, $\tfrac5{56}$ and $\tfrac5{22}$ for $m=1,2,4$. At the root for order 2 the correction is negligible. At that for order 8 it is $\tfrac5{22}(1.20)^2\approx0.33$, and the terms beyond it bring the full correction to 0.28. The leading term then overstates the error noticeably, and the estimated $N$ is too high.

\section*{Part (e): orbitals and three dimensions}

\textbf{Question.} An orbital is a sum of plane waves, and space has three dimensions. What do the numbers of part (d) then guarantee?

\textbf{Answer.} Let $\psi=\sum_kb_ke^{ikx}$ be periodic, with all $|k|\le k_{\max}<\pi/h$. These waves are orthogonal on the grid as well as in the continuum, so both kinetic energies are sums over $|b_k|^2$ with the same norm. The relative deficit is
\[
\frac{\sum_k|b_k|^2k^2\,e_m(|k|h)}{\sum_k|b_k|^2k^2}\le e_m(k_{\max}h),
\]
because a weighted mean cannot exceed the largest value averaged. The target is thus met if $N$ counts points per \emph{shortest} wavelength in the orbital. With $N$ points per typical wavelength there is no such guarantee.

In three dimensions the Laplacian is the sum of three differences \eqref{D}, one along each axis of a cubic grid. For a wave vector $\mathbf k$ of length $k\le\pi/h$ the deficit is
\[
\sum_{i=x,y,z}\frac{k_i^2}{k^2}\,e_m(|k_i|h)\le e_m(kh),
\]
again a weighted mean. Equality holds along an axis, which is the worst direction. Along $(1,1,1)$ each component is $k/\sqrt3$ and the deficit is $e_m(kh/\sqrt3)$. At $kh=\theta_*$ this is 0.033, 0.011 and 0.0015 percent for orders 2, 4 and 8, against 0.1 percent along an axis. The grid kinetic energy therefore depends on direction, although the exact one does not.

\section*{Part (f): a numerical case}

\textbf{Question.} The largest wave number is $k_{\max}=2\ \mathrm{bohr}^{-1}$, a round model value. Find the permitted spacing for each order, and compare the orders at the common spacing $h=0.3$ bohr.

\textbf{Answer.} The kinetic energy is $2^2/2=2$ hartree and the wavelength is $2\pi/2=3.1416$ bohr. With $h=3.1416/N$,
\begin{align*}
\text{order 2:}\quad h&=3.1416/57.346=0.0548\ \text{bohr}=0.0290\ \text{\AA},\\
\text{order 4:}\quad h&=3.1416/11.394=0.2757\ \text{bohr}=0.1459\ \text{\AA},\\
\text{order 8:}\quad h&=3.1416/5.225=0.6013\ \text{bohr}=0.3182\ \text{\AA}.
\end{align*}
Each grid then gives $2\times(1-0.001)=1.998$ hartree.

At $h=0.3$ bohr, $\theta=0.6$ and the errors are 2.96, 0.139 and 0.00049 percent. Order 4 just misses the target, since $3.1416/0.3\approx10.5$ points per wavelength is below 11.39.

In terms of a plane-wave cutoff $E_{\rm cut}=k_{\max}^2/2$, the rule is
\[
h=\frac{2\pi}{N\sqrt{2E_{\rm cut}}} .
\]
A pseudopotential that smooths the orbitals, and so lowers $k_{\max}$, permits a proportionally larger spacing.

Two limits apply. First, $k_{\max}=2\ \mathrm{bohr}^{-1}$ means $E_{\rm cut}=2$ hartree, which is well below what real valence orbitals contain, so the spacings above are not recommendations. In a Hartree--Fock calculation with the ccECP pseudopotentials, about 64 percent of the valence kinetic energy of H$_2$O and 16 percent of that of SiH$_4$ lie above this wave number. The order-8 spacing of 0.60 bohr then gives kinetic deficits of about 6 and 0.6 percent. Second, the rule is the sufficient bound of part (e) for a function with a sharp $k_{\max}$. Real orbitals have a decaying tail in $k$ instead, and most of their weight lies well below any cutoff that contains them, so the rule is too strict. For H$_2$O, 99 percent of the kinetic energy lies below about $10\ \mathrm{bohr}^{-1}$, for which the rule gives 0.055 and 0.12 bohr for orders 4 and 8. Spacings of 0.14 and 0.22 bohr already meet the 0.1 percent target for these fixed orbitals, with double- and triple-zeta bases alike.

\section*{Part (g): cost}

\textbf{Question.} Does the coarser grid repay the wider stencil? Count the multiplications in one application of the three-dimensional Laplacian per cubic wavelength, each at its own threshold spacing.

\textbf{Answer.} Each axis contributes $2m$ neighbours and the central point is shared, so the stencil has $6m+1$ entries. Count one multiplication per entry, making no use of the fact that the six neighbours at the same distance share a weight (summing them first would leave $m+1$ multiplications and $6m$ additions per point). The count is then $N^3(6m+1)$:
\begin{align*}
\text{order 2:}\quad&188585\times7\approx1.32\times10^6,\\
\text{order 4:}\quad&1479.2\times13\approx1.92\times10^4,\\
\text{order 8:}\quad&142.6\times25\approx3.57\times10^3 .
\end{align*}
Order 4 needs about 69 times fewer multiplications than order 2, and order 8 about 5.4 times fewer than order 4. The wider stencil is repaid at this accuracy. These ratios hold for a single plane wave at its threshold. For orbitals with a tail in $k$ the gain is smaller: the spacings needed by the H$_2$O and SiH$_4$ orbitals of part (f) give roughly 27 and 18 for order 2 over order 4, and roughly 2 and 1.5 for order 4 over order 8. By \eqref{lead}, $N$ grows as $\varepsilon^{-1/(2m)}$ to leading order, so a stricter target favours the higher orders further.

The count omits memory traffic, communication between processors and all other parts of a calculation. Nor does the kinetic criterion settle the whole choice of grid. The density $|\psi|^2$ contains differences of wave numbers up to $2k_{\max}$, so its shortest wavelength is half that of the orbital. At the order-8 threshold this leaves about 2.6 points per wavelength of the density, and the accuracy of the potential energy needs a convergence study of its own.

The numerical check checks the dispersion relations, the thresholds and the bounds of part (e) numerically.

\section*{Computed results}
\begin{verbatim}
target relative kinetic-energy error: 0.1 percent
example wave number: 2.0 1/bohr
example exact kinetic energy: 2.0000 hartree
example wavelength: 3.1416 bohr
ORDER 2: weights c0.. = -2, 1
  series coefficients a1.. = 4
  leading error constant C = 1/12
  theta at target: 0.10957 rad
  points per wavelength: 57.346 (leading-order estimate 57.357)
  error with 58 points: 0.0978 percent; with 57: 0.1012 percent
  example spacing: 0.0548 bohr = 0.0290 angstrom
  example grid kinetic energy: 1.99800 hartree
  error at spacing 0.3 bohr: 2.964231 percent
  error at target theta along (1,1,1): 0.033342 percent
  largest error of 20 random orbitals, 58 points per shortest wavelength: 0.0823 percent
  grid/exact energy at theta = pi: 0.4053
  3D points per cubic wavelength: 188585.0; stencil entries: 7; multiplications: 1320095
ORDER 4: weights c0.. = -5/2, 4/3, -1/12
  series coefficients a1.. = 4, 4/3
  leading error constant C = 1/90
  theta at target: 0.55145 rad
  points per wavelength: 11.394 (leading-order estimate 11.471)
  error with 12 points: 0.0815 percent; with 11: 0.1149 percent
  example spacing: 0.2757 bohr = 0.1459 angstrom
  example grid kinetic energy: 1.99800 hartree
  error at spacing 0.3 bohr: 0.139448 percent
  error at target theta along (1,1,1): 0.011314 percent
  largest error of 20 random orbitals, 12 points per shortest wavelength: 0.0677 percent
  grid/exact energy at theta = pi: 0.5404
  3D points per cubic wavelength: 1479.2; stencil entries: 13; multiplications: 19229
ORDER 8: weights c0.. = -205/72, 8/5, -1/5, 8/315, -1/560
  series coefficients a1.. = 4, 4/3, 32/45, 16/35
  leading error constant C = 1/3150
  theta at target: 1.20252 rad
  points per wavelength: 5.225 (leading-order estimate 5.444)
  error with 6 points: 0.0358 percent; with 5: 0.1380 percent
  example spacing: 0.6013 bohr = 0.3182 angstrom
  example grid kinetic energy: 1.99800 hartree
  error at spacing 0.3 bohr: 0.000491 percent
  error at target theta along (1,1,1): 0.001536 percent
  largest error of 20 random orbitals, 6 points per shortest wavelength: 0.0307 percent
  grid/exact energy at theta = pi: 0.6587
  3D points per cubic wavelength: 142.6; stencil entries: 25; multiplications: 3566
order 2 over order 4: 3D points ratio 127.49, multiplications ratio 68.65
order 4 over order 8: 3D points ratio 10.37, multiplications ratio 5.39
order 2 over order 8: 3D points ratio 1322.05, multiplications ratio 370.17
\end{verbatim}
